# The optimal Kerker wave vector for jellium at r_s = 4

## Problem

A self-consistent-field calculation on a metal updates its density by

\[
n_{\rm new}=n_{\rm in}+\alpha K\,(n_{\rm out}-n_{\rm in}),\qquad K(q)=\frac{q^2}{q^2+q_0^2},
\]

where \(K\) is the Kerker preconditioner, applied to each Fourier component, and \(\alpha>0\) is a damping factor. The system is spin-unpolarised jellium with \(r_s=4\) bohr at zero temperature, in a cubic cell of side \(L=60\) bohr. The electrons respond through the static Lindhard function, and the only interaction kernel is the Hartree one, \(v(q)=4\pi/q^2\).

Which \(q_0\) minimizes the condition number of the preconditioned SCF problem over the nonzero reciprocal vectors of the cell, and how large is that minimum?

Three conventions complete the question.

- The vector \(\mathbf G=0\) is left out because the number of electrons is fixed.
- The response is that of the infinite gas, which corresponds to a dense \(\mathbf k\)-point sampling of the cell. (With the \(\Gamma\) point alone this cell holds about 806 electrons in discrete shells, and the response at the shortest vector lies 13% above the Lindhard value for a Fermi smearing \(k_BT=0.002\) hartree and 1.5% below it for 0.01 hartree.) The cell only selects the wave vectors \(q=q_1|\mathbf n|\), with \(\mathbf n\) a nonzero integer vector and \(q_1=2\pi/L=0.10472\) bohr⁻¹.
- The set of vectors is infinite, so the condition number is a supremum divided by an infimum. A finite cutoff is treated separately.

Hartree atomic units are used.

**The matrix in question.** Let the input density deviate from the self-consistent one by \(\delta n\). The Hartree potential changes by \(v\,\delta n\), and the output density by \(\chi_0 v\,\delta n\), where \(\chi_0\) is the response of independent electrons to the total potential. The residual is therefore

\[
n_{\rm out}-n_{\rm in}=\chi_0v\,\delta n-\delta n=-\varepsilon\,\delta n,\qquad \varepsilon=1-v\chi_0 ,
\]

and one update turns \(\delta n\) into \((1-\alpha K\varepsilon)\,\delta n\). In a homogeneous system \(K\) and \(\varepsilon\) are both diagonal in plane waves. The eigenvalues are \(\lambda(q)=K(q)\varepsilon(q)\), and since they are positive the condition number is

\[
\kappa=\frac{\sup_q\lambda(q)}{\inf_q\lambda(q)} .
\]

The factor \(\alpha\) cancels from this ratio.

## First estimate by scaling

A potential \(V\) that varies slowly in space lowers the local density by \(V\,dn/d\mu\). With \(n=k_F^3/3\pi^2\) and \(\mu=k_F^2/2\),

\[
\frac{dn}{d\mu}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2},\qquad \chi_0\approx-\frac{k_F}{\pi^2},\qquad
\varepsilon\approx1+\frac{k_{TF}^2}{q^2},\qquad k_{TF}^2=\frac{4k_F}{\pi}.
\]

Then \(\lambda\approx(q^2+k_{TF}^2)/(q^2+q_0^2)\), which equals 1 for every \(q\) if \(q_0=k_{TF}\). Equating \(k_F^3/3\pi^2\) with the density \(3/(4\pi r_s^3)\) gives \(k_F=(9\pi/4)^{1/3}/r_s=0.4798\) bohr⁻¹. Hence \(k_{TF}^2=0.6109\) bohr⁻², and the estimate is

\[
q_0\approx k_{TF}=0.782\ \text{bohr}^{-1}\propto r_s^{-1/2}.
\]

The value \(\kappa=1\) that goes with it is too good, because the response weakens once \(q\) is comparable with the diameter \(2k_F\) of the Fermi sphere. Suppose it has fallen to half at \(q=2k_F\), where \(q^2=0.9208\) bohr⁻². Then

\[
\lambda(2k_F)\approx\frac{0.9208+0.3054}{0.9208+0.6109}=0.801,\qquad \kappa\approx\frac1{0.801}=1.25 .
\]

## Exact solution

### The response function

The definition, with the factor 2 for spin, is

\[
\chi_0(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{e_{\mathbf k}-e_{\mathbf k+\mathbf q}},\qquad e_{\mathbf k}=\frac{k^2}{2}.
\]

Take the \(z\) axis along \(\mathbf q\) and set \(p=k_z+q/2\). The denominator is \(-(qk_z+q^2/2)=-qp\), which does not depend on the transverse components. Integrating over these gives the area of a disc cut from the Fermi sphere, \(A(k)=\pi(k_F^2-k^2)\) for \(|k|<k_F\) and zero otherwise:

\[
\chi_0=-\frac{2}{8\pi^3q}\int dp\,\frac{A(p-q/2)-A(p+q/2)}{p}.
\]

The integrand is regular at \(p=0\), so the two terms may be separated as principal values. Replacing \(p\) by \(-p\) in the second term, and using that \(A\) is even, makes it equal to the first. With \(k=p-q/2\),

\[
\chi_0=-\frac{1}{2\pi^2q}\,{\rm P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k+q/2}\,dk .
\]

Now put \(k=k_Fy\) and \(q=2k_Fx\). The integral becomes \(k_F^2I\), with

\[
I={\rm P}\!\!\int_{-1}^{1}\frac{1-y^2}{y+x}\,dy .
\]

Since \(1-y^2=(1-x^2)-(y+x)(y-x)\),

\[
I=(1-x^2)\,\ell(x)-\int_{-1}^{1}(y-x)\,dy=(1-x^2)\,\ell(x)+2x,\qquad \ell(x)=\ln\left|\frac{1+x}{1-x}\right| .
\]

The prefactor is \(-k_F^2/(4\pi^2k_Fx)=-(k_F/\pi^2)/(4x)\), so

\[
\chi_0=-\frac{k_F}{\pi^2}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\,\ell(x),\qquad
\varepsilon=1+\frac{k_{TF}^2}{q^2}\,F\!\left(\frac{q}{2k_F}\right).
\]

Expanding the logarithm gives \(F\approx1-x^2/3\) for small \(x\), which recovers the Thomas–Fermi response, and \(F\approx1/(3x^2)\) for large \(x\). At \(x=1\) the factor \(1-x^2\) suppresses the logarithm and \(F=1/2\), the value guessed above.

The solution rests on \(F\) being a decreasing function. The derivative of \((1-x^2)/(4x)\) is \(-(1+x^2)/(4x^2)\), and \(\ell'=2/(1-x^2)\), so

\[
F'(x)=-\frac{1+x^2}{4x^2}\,\ell+\frac1{2x}=\frac{2x-(1+x^2)\,\ell}{4x^2}.
\]

For \(x<1\), \(\ell=2(x+x^3/3+\dots)>2x\), and the numerator is negative. For \(x>1\), \(\ell=2(1/x+1/(3x^3)+\dots)>2/x\), so \((1+x^2)\ell>2/x+2x>2x\), and it is negative again. As \(F\) is continuous at \(x=1\), it decreases everywhere from 1 towards 0, and it is positive.

### The optimal \(q_0\)

Write \(s=q_0^2\), \(F_q=F(q/2k_F)\) and \(N(q)=q^2+k_{TF}^2F_q\). Then

\[
\lambda(q)=\frac{N(q)}{q^2+s},\qquad \lambda(q)-1=\frac{k_{TF}^2F_q-s}{q^2+s},
\]

and \(\lambda\to1\) as \(q\to\infty\), whatever \(s\) is. Consider the choice

\[
s_*=k_{TF}^2\,F\!\left(\frac{q_1}{2k_F}\right).
\]

Because \(F\) decreases, \(\lambda(q_1)=1\) and every longer vector has \(\lambda<1\). The supremum is 1. The infimum lies below 1 while the tail returns to 1, so it is attained on some shell \(q_*>q_1\), and \(\kappa_*=1/\lambda(q_*)\).

No other \(s\) does as well. For two fixed wave vectors \(a\) and \(b\),

\[
\frac{d}{ds}\ln\frac{\lambda(a)}{\lambda(b)}=\frac1{b^2+s}-\frac1{a^2+s},
\]

which is negative if \(a<b\).

- If \(s<s_*\), then \(\kappa\ge\lambda(q_1)/\lambda(q_*)\). This ratio has \(a<b\), so it exceeds its value at \(s_*\), which is \(\kappa_*\).
- If \(s>s_*\), the supremum is at least the limit 1, so \(\kappa\ge1/\lambda(q_*)=(q_*^2+s)/N(q_*)\). This grows with \(s\) and again exceeds \(\kappa_*\).

The minimizer is therefore unique:

\[
\boxed{\,q_0^2=k_{TF}^2\,F\!\left(\frac{q_1}{2k_F}\right),\qquad \kappa_*=\frac{q_*^2+q_0^2}{q_*^2+k_{TF}^2F(q_*/2k_F)}\,}
\]

### Numbers

The shortest vector has \(q_1/2k_F=0.10913\) and \(F=0.99602\), so \(q_0^2=0.61089\times0.99602=0.60846\) bohr⁻² and

\[
q_0=0.780\ \text{bohr}^{-1}=1.474\ \text{Å}^{-1}.
\]

A direct numerical minimization of \(\kappa\) over the enumerated shells, with the limit \(\lambda\to1\) included in the supremum, finds the same value.

The shell \(q_*\) has to be found by enumeration, and the search is finite. Since \(F>0\), \(\lambda(q)>q^2/(q^2+s)\), so a shell with eigenvalue \(\lambda_0\) cannot be undercut by any \(q\) with \(q^2\ge s\lambda_0/(1-\lambda_0)\). The lowest shell found is \(|\mathbf n|^2=108\), with \(q_*=1.0883\) bohr⁻¹ and \(F=0.3254\). There

\[
\lambda(q_*)=\frac{1.1844+0.1988}{1.1844+0.6085}=0.7715,\qquad \kappa_*=1.296 .
\]

The bound excludes everything beyond 1.433 bohr⁻¹, well inside the range enumerated.

The best damping balances the two ends of the spectrum, \(1-\alpha\lambda(q_*)=\alpha-1\). This gives \(\alpha=2/(1+0.7715)=1.129\), and the largest error shrinks per step by \((\kappa_*-1)/(\kappa_*+1)=0.129\).

Without the preconditioner the eigenvalues are \(\varepsilon(q)\), which falls with \(q\) towards 1. Then \(\kappa=\varepsilon(q_1)=1+0.60846/0.010966=56.5\), and the best error factor is 0.965. Iterating the linearised problem from equal errors on all shells up to \(2\pi\) bohr⁻¹, a reduction by \(10^6\) takes 7 steps with the optimal Kerker factor and 391 without it.

### A finite cutoff

A calculation keeps only vectors up to some \(q_m\), so the limit \(\lambda\to1\) is replaced by \(\lambda(q_m)\), which is slightly below 1 at \(s_*\). The balance is now \(\lambda(q_1)=\lambda(q_m)\), that is \(N_1(q_m^2+s)=N_m(q_1^2+s)\), where the subscripts 1 and \(m\) denote values at \(q_1\) and \(q_m\). Solving for \(s\) and inserting \(N\),

\[
s=\frac{N_1q_m^2-N_mq_1^2}{N_m-N_1}=\frac{k_{TF}^2\,(F_1q_m^2-F_mq_1^2)}{q_m^2-q_1^2-k_{TF}^2(F_1-F_m)} .
\]

The previous argument carries over, with \(\lambda(q_m)\) in place of the limit 1, if all other shells lie below the two ends. The numerical check asserts this for the spheres used here. For large \(q_m\) the terms with \(F_m\) are negligible, and

\[
s\approx s_*\,\frac{q_m^2}{q_m^2-N_1}\approx s_*\left(1+\frac{N_1}{q_m^2}\right).
\]

For \(q_m=2\pi\) bohr⁻¹, the largest sphere carried by a grid of spacing 0.5 bohr, \(N_1/q_m^2=0.6194/39.48=0.0157\). This raises \(q_0\) by about 0.8%, to 0.786 bohr⁻¹, with \(\kappa=1.283\). Doubling \(q_m\) twice gives 0.7816 and then 0.7804 bohr⁻¹, approaching the value for all vectors. The third digit of \(q_0\) thus depends on the cutoff.

## Comparison

**The wave vector.** The exact \(q_0\) is 0.2% below the estimate \(k_{TF}\). The expansion of \(F\) accounts for the difference:

\[
q_0\approx k_{TF}\left(1-\frac{x_1^2}{6}\right),\qquad x_1=\frac{q_1}{2k_F},\qquad \frac{x_1^2}{6}=0.0020 .
\]

The estimate works because the optimum is fixed by the two ends of the spectrum. The short-wavelength end has \(\lambda=1\) for any \(q_0\), and the long-wavelength end is where Thomas–Fermi theory holds. The region near \(2k_F\), where that theory fails, does not enter \(q_0\). With the cutoff \(2\pi\) bohr⁻¹ the optimum even lies above \(k_{TF}\), by 0.6%.

**The condition number.** The region near \(2k_F\) does determine \(\kappa\). The estimate 1.25 is 4% below the exact 1.296 because it places the minimum of \(\lambda\) at \(2k_F\), whereas the lowest shell lies at \(1.13\times2k_F\). By the two inequalities proved above, no choice of \(q_0\) brings \(\kappa\) below 1.296 for the infinite set of vectors. The cutoff \(q_m=2\pi\) bohr⁻¹ lowers the minimum slightly, to 1.283.

**The cost of using the estimate.** For \(s\) slightly below \(s_*\), the eigenvalues above 1 have a numerator \(k_{TF}^2F_q-s\) that falls with \(q\) and a denominator that rises, so the largest is \(\lambda(q_1)\) and \(\kappa=\lambda(q_1)/\lambda(q_*)\). Slightly above \(s_*\), the supremum is the limit 1 and the lowest shell is still \(q_*\), so \(\kappa=1/\lambda(q_*)\). With \(ds=2q_0\,dq_0\), the slopes on the two sides are

\[
\frac{d\ln\kappa}{dq_0}=
\begin{cases}
2q_0\left[\dfrac1{q_*^2+q_0^2}-\dfrac1{q_1^2+q_0^2}\right]=-1.65\ \text{bohr} & \text{(below)}\\[3mm]
\dfrac{2q_0}{q_*^2+q_0^2}=0.87\ \text{bohr} & \text{(above)}
\end{cases}
\]

The minimum is a kink, and close to it a \(q_0\) that is too small costs about twice as much as one that is too large by the same amount. Taking \(q_0=k_{TF}\) gives \(\kappa=1.298\), a loss of 0.1%. Larger errors matter more: \(\kappa\) is 1.89 at 0.6, 1.63 at 1.0, 3.73 at 0.4 and 4.15 at 1.6 bohr⁻¹. At 1.0 and 1.6 the lowest eigenvalue is no longer \(\lambda(q_*)\) but \(\lambda(q_1)\), and \(\kappa=(q_1^2+q_0^2)/N_1\) reproduces both values.

**Cell size.** Inserting \(k_{TF}^2=4k_F/\pi\) in the expansion gives \(q_0^2\approx k_{TF}^2-q_1^2/(3\pi k_F)\), so for the infinite set of vectors the estimate becomes exact as \(L\to\infty\). At a fixed cutoff it does not: setting \(q_1=0\) in the cutoff formula gives \(s=k_{TF}^2q_m^2/[q_m^2-k_{TF}^2(1-F_m)]\), that is \(q_0=0.788\) bohr⁻¹ for \(q_m=2\pi\) bohr⁻¹. For \(L=30\), 60 and 120 bohr the optimal \(\kappa\) is 1.291, 1.296 and 1.298. Without preconditioning it is 14.7, 56.5 and 224, growing nearly as \(L^2\) because \(\varepsilon(q_1)\approx1+k_{TF}^2L^2/4\pi^2\).

**Where the result fails.** The derivation needs a homogeneous metal. In an insulator \(\varepsilon\) tends to a finite \(\varepsilon_0\) at small \(q\), so \(\lambda(q_1)\approx\varepsilon_0q_1^2/q_0^2\) becomes small in a large cell, and the Kerker factor then creates the ill-conditioning it removes in a metal. At a surface or in a mixed system \(\varepsilon\) is not diagonal in plane waves, and the ratio of \(\lambda(q)\) values no longer gives the condition number. An exchange–correlation kernel changes the dielectric function to \(\varepsilon=1-(v+f_{xc})\chi_0\), and at \(r_s=4\) the change is not small: the local-density kernel has \(f_{xc}k_F/\pi^2\approx-0.74\). The optimal \(q_0\) moves only to 0.775 bohr⁻¹, but the lowest eigenvalue drops to 0.58, the minimal \(\kappa\) rises to 1.73 and the best error factor to 0.27. The value of \(q_0\) therefore carries over to a local-density calculation, while \(\kappa_*=1.296\) and \(\alpha=1.129\) belong to the Hartree model only.

## Computed values

```
r_s = 4.0 bohr, L = 60.0 bohr
k_F = 0.479790 bohr^-1
k_TF^2 = 0.610887 bohr^-2, k_TF = 0.781593 bohr^-1
q1 = 0.104720 bohr^-1, q1/(2 k_F) = 0.109131
F(q1/2k_F) = 0.996021
optimal q0^2, all vectors = 0.608456 bohr^-2
optimal q0, closed form = 0.780036 bohr^-1
optimal q0, numerical search = 0.780036 bohr^-1
optimal q0 = 1.4741 angstrom^-1
q0/k_TF = 0.99801
lowest shell: |n|^2 = 108, q* = 1.08828 bohr^-1
q*/(2 k_F) = 1.13412, F there = 0.32541
lambda(q*) = 0.77149
radius that must contain q* = 1.4333 bohr^-1
minimal condition number = 1.29619
slope of ln kappa, left = -1.6484 bohr
slope of ln kappa, right = 0.8702 bohr
kappa at q0 = k_TF: 1.29794
kappa at q0 = 0.2 bohr^-1: 12.1790
kappa at q0 = 0.4 bohr^-1: 3.7340
kappa at q0 = 0.6 bohr^-1: 1.8861
kappa at q0 = 1.0 bohr^-1: 1.6321
kappa at q0 = 1.6 bohr^-1: 4.1506
sphere qm = 6.2832 bohr^-1: q0 = 0.786179 bohr^-1, kappa = 1.28321
sphere qm = 12.5664 bohr^-1: q0 = 0.781567 bohr^-1, kappa = 1.29292
sphere qm = 25.1327 bohr^-1: q0 = 0.780419 bohr^-1, kappa = 1.29537
L = 30 bohr: q0 = 0.77530 bohr^-1, kappa = 1.2909, without Kerker 14.70
L = 60 bohr: q0 = 0.78004 bohr^-1, kappa = 1.2962, without Kerker 56.48
L = 120 bohr: q0 = 0.78120 bohr^-1, kappa = 1.2975, without Kerker 223.60
Kerker: alpha = 1.1290, error factor = 0.1290
plain: alpha = 0.03479, error factor = 0.96521
steps for error 1e-6: Kerker 7, plain 391
```
